How long until a 10 mV threshold shift becomes 50 mV?

**Question**

I am working through an exercise on bias temperature instability and cannot get a time that I believe. A transistor is held at a constant gate bias and an elevated temperature. After 1000 s of this stress its threshold voltage has shifted by 10 mV. The shift is said to grow as t^0.16, and I have to find when it reaches 50 mV if that law persists.

My first attempt was to put t = 1000 into t^0.16, but that doesn't give 10, so I am missing something about the units or a constant. My second attempt was to differentiate the law, find the rate of shift at 1000 s, and ask how long the remaining 40 mV would take at that rate. This puts the 50 mV point at 26000 s, about seven hours. A friend says that the answer is months. Who is right, and how far should I trust an extrapolation like this from a test that lasted less than twenty minutes?

**Answer**

Your friend is right about the months. Your rate at 1000 s is correct, but it doesn't last. The missing constant is fixed by the 10 mV reading, so I'll begin there.

**What "grows as t^0.16" says**

Let V be the magnitude of the threshold-voltage shift. For a p-channel transistor under negative gate bias the threshold becomes more negative; using the magnitude keeps that sign out of the algebra. Let t be the total stress time, counted from the moment the stress began. I assume that bias and temperature stay constant and that the stress is never interrupted, because part of the shift can recover when the bias is removed.

"Grows as t^n" is a statement of proportionality:

V(t) = A tⁿ, with n = 0.16.

The prefactor A is what your first attempt left out. It carries the awkward unit mV/s^0.16, and its value depends on the device, the bias and the temperature. You don't need to compute it. Call the known reading V₀ = 10 mV at t₀ = 1000 s. Then

V₀ = A t₀ⁿ,

and dividing the first equation by the second removes A:

V(t)/V₀ = (t/t₀)ⁿ.

Both sides are now pure numbers. Times may be in seconds or hours, provided that t and t₀ use the same unit.

The same law can be written as a statement about rates, which will help with your second attempt. Differentiating V = A tⁿ gives

dV/dt = n A tⁿ⁻¹ = n V/t.

Multiply by t and divide by V:

(t/V) dV/dt = d ln V/d ln t = n.

So n is the slope of the data on a plot of ln V against ln t. For a small change, a 1% increase in stress time raises the shift by about 0.16%. A power law is the case in which this slope is the same at all times. Conversely, integrating a constant slope from (t₀, V₀) gives ln(V/V₀) = n ln(t/t₀), which is the power law again.

**Solving for the time**

Let V_c = 50 mV be the target and t_c the time at which it is reached. Then

V_c/V₀ = (t_c/t₀)ⁿ.

The unknown sits under an exponent, so take the natural logarithm of both sides:

ln(V_c/V₀) = n ln(t_c/t₀).

Divide by n:

ln(t_c/t₀) = ln(V_c/V₀)/n.

Exponentiate and multiply by t₀:

t_c = t₀ (V_c/V₀)^(1/n).

Now the numbers. The shift must grow by a factor of 50/10 = 5, and 1/n = 1/0.16 = 6.25. Therefore

ln(t_c/t₀) = 1.6094/0.16 = 10.059,

t_c/t₀ = 5^6.25 = 23365,

t_c = 23365 × 1000 s ≈ 2.34 × 10⁷ s.

This is about 270 days, or roughly nine months. It is counted from the start of stress, so it includes the first 1000 s, which is negligible here. Integrating dV/dt = nV/t numerically from the 10 mV reading, and noting when V passes 50 mV, gives the same time; the values are in the numerical output.

You can check the size of the answer without a fractional power of 5. Each factor of ten in time multiplies the shift by 10^0.16 = 1.445. Starting from 10 mV at 10³ s, this gives

10⁴ s: 14.45 mV
10⁵ s: 20.89 mV
10⁶ s: 30.20 mV
10⁷ s: 43.65 mV
10⁸ s: 63.10 mV

The target lies between the last two entries, and nearer to 10⁷ s on a logarithmic scale. An answer of 26000 s can't fit this list, since the shift is still below 21 mV at 10⁵ s.

**What went wrong with the constant rate**

Your rate at t₀ is right:

dV/dt at t₀ = n V₀/t₀ = 0.16 × 10 mV/1000 s = 1.6 × 10⁻³ mV/s.

At that rate the remaining 40 mV takes 40/(1.6 × 10⁻³) = 25000 s, and adding the first 1000 s gives your 26000 s. In symbols,

t_rate = t₀ + (V_c − V₀)/(n V₀/t₀) = t₀ [1 + (V_c/V₀ − 1)/n].

The trouble is that the rate is nV/t. As time passes V grows slowly while t grows quickly, so the quotient falls. By the time the shift reaches 50 mV, V has risen by a factor of 5 and t by a factor of 23365. The rate has therefore fallen by a factor of 23365/5, about 4700, to 3.4 × 10⁻⁷ mV/s.

Geometrically, you followed the tangent to the curve at t₀. The second derivative of the power law is

d²V/dt² = n(n − 1)V/t²,

which is negative for 0 < n < 1. The curve bends downward and lies below its tangent, so the tangent reaches the target too early.

Two limits show when your method would have worked. First, let n approach 1. The tangent formula becomes t₀[1 + V_c/V₀ − 1] = t₀V_c/V₀, and the power-law formula gives the same. This is simple proportionality, for which the rate really is constant.

Second, keep n = 0.16 but ask for a small further increase, V_c = V₀(1 + ε). The binomial expansion of the power-law result is

t_c/t₀ = (1 + ε)^(1/n) = 1 + ε/n + (1/2)(1/n)(1/n − 1)ε² + …

The first two terms are the tangent estimate. The third term divided by the second is (1/n − 1)ε/2 = 2.625 ε. The tangent is thus useful while ε is much smaller than about 0.4, that is, for a target a few per cent above the reading. Your target has ε = 4, far outside that range.

**How uncertain is the time, even if the law holds?**

The exponent 1/n = 6.25 that stretches 1000 s into months also stretches any error in the data. Write the result as

ln t_c = ln t₀ + (ln V_c − ln V₀)/n.

Consider the exponent first. Hold the reading, its time and the target fixed, and differentiate with respect to n:

d ln t_c/dn = −ln(V_c/V₀)/n² = −1.6094/0.0256 = −62.87.

The minus sign says that a larger exponent, meaning faster growth after t₀, brings the crossing forward. A change of 0.01 in n changes ln t_c by about 0.63. That is no longer a small change, so it is better to solve for the time again than to rely on the derivative:

n = 0.15: t_c = 4.57 × 10⁷ s
n = 0.16: t_c = 2.34 × 10⁷ s
n = 0.17: t_c = 1.29 × 10⁷ s

One unit in the second decimal of n thus nearly doubles or nearly halves the answer. The two changes are not symmetrical, even in the logarithm, because 1/n changes more between 0.15 and 0.16 than between 0.16 and 0.17.

Now hold n, t₀ and V_c fixed and vary the first reading:

d ln t_c/d ln V₀ = −1/n = −6.25.

If the true shift at 1000 s is 1% higher than you read, the crossing comes about 6% earlier. Suppose the reading could be wrong by 0.5 mV, which is 5% of 10 mV:

V₀ = 9.5 mV: t_c = 3.22 × 10⁷ s
V₀ = 10.5 mV: t_c = 1.72 × 10⁷ s

Relative to the original answer, these are 38% longer and 26% shorter. In practice n and V₀ may come from a fit to the same data. Their errors are then connected, and the two effects can't be combined as if they were independent.

The opposite question is much less sensitive. Suppose you fix the time at 2.34 × 10⁷ s and ask for the shift. Since ln V = ln V₀ + n ln(t/t₀), a change of 0.01 in n changes ln V by 0.01 × 10.059 = 0.10. The predicted shift becomes about 45 mV for n = 0.15 and about 55 mV for n = 0.17. The same uncertainty in n that changes the time by nearly a factor of two changes the shift by about 10%.

This is the flatness of the curve seen from two sides: a small vertical error corresponds to a large horizontal one. It also explains why rounding the time does little harm. At 2.3 × 10⁷ s, the rounded value, the law gives 49.87 mV.

**What "if the law persists" is worth**

All of the above assumes that the slope remains 0.16 from 10³ s to beyond 10⁷ s, more than four decades past the reading. The 10 mV reading can't establish that, and neither can a good fit to the first 1000 s. To see why, compare the power law with one that eventually levels off:

V(t) = V_s [1 − exp(−x)], with x = (t/τ)^β.

Here V_s is the final shift, τ sets the time scale and β the shape. One could picture a limited supply of defects that can become charged, but I use the formula only as a counterexample, not as a model of a particular device. Take V_s = 100 mV, and choose β and τ so that the new law has the same value and the same logarithmic slope as the old one at t₀.

The value comes first. Setting V(t₀) = V₀ gives

exp(−x₀) = 1 − V₀/V_s = 0.9,

x₀ = −ln 0.9 = 0.10536,

where x₀ is the value of x at t₀.

For the slope, note that ln x = β ln(t/τ), so dx/d ln t = βx. The chain rule then gives

dV/d ln t = V_s exp(−x) βx.

Divide by V = V_s[1 − exp(−x)]:

d ln V/d ln t = βx exp(−x)/[1 − exp(−x)] = βx/(eˣ − 1).

At t₀ this must equal n. Using the first of the two forms, with exp(−x₀) = 0.9,

β = n × 0.1/(x₀ × 0.9) = 0.016/(0.10536 × 0.9) = 0.1687.

Finally, x₀ = (t₀/τ)^β gives τ = t₀ x₀^(−1/β) = 6.20 × 10⁸ s.

Here is how the two laws compare during the test:

1 s: power law 3.311 mV, saturating law 3.231 mV
10 s: power law 4.786 mV, saturating law 4.729 mV
100 s: power law 6.918 mV, saturating law 6.895 mV
1000 s: both 10 mV

On a fine grid of times from 1 s to 1000 s, the largest difference is 0.080 mV. If your readings are uncertain by 0.5 mV, as supposed above, they would hardly tell the two laws apart.

Now find when the saturating law reaches 50 mV. Half of V_s has been reached, so exp(−x) = 1/2 and x = ln 2 = 0.693. Because x/x₀ = (t/t₀)^β,

t = t₀ (x/x₀)^(1/β) = 1000 s × (0.693/0.10536)^(1/0.1687) ≈ 7.1 × 10⁷ s.

This is three times the power-law answer, from a curve that agrees with it to within 0.1 mV over the measured range.

The slope formula explains both the agreement and the later separation. When x is small, eˣ − 1 ≈ x, and the slope is close to β = 0.1687. As x grows, the slope falls. It passes through 0.16 at t₀, and at the 50 mV crossing, where eˣ − 1 = 1, it is β ln 2 = 0.117. Before t₀ it therefore stays between 0.16 and 0.1687, so on a logarithmic plot the saturating curve is almost parallel to the power law. After t₀ it drops well below 0.16, and the crossing is delayed.

The choice of V_s matters. If V_s is made very large compared with both V₀ and V_c, then x is small throughout, x₀ ≈ V₀/V_s, and β approaches n. At the target x ≈ V_c/V_s, so x/x₀ approaches V_c/V₀, and the crossing time returns to the power-law result. If instead V_s is above 10 mV but no larger than 50 mV, the shift doesn't reach 50 mV at any finite time. The same 10 mV reading is compatible with either case.

Saturation delays the crossing, but you shouldn't conclude that the power law is always the cautious choice. If some additional process made the logarithmic slope rise above 0.16 after the test and stay there, the crossing would come earlier. You can see this by integrating the slope:

ln(V_c/V₀) = ∫ s d(ln t), taken from ln t₀ to ln t_c,

where s is the local slope d ln V/d ln t. The left side is fixed at 1.6094. A larger s needs a shorter interval of ln t to supply it, and a smaller s needs a longer one.

**What to write down**

For the exercise, the answer is t_c = t₀(V_c/V₀)^(1/n) ≈ 2.3 × 10⁷ s, or about 270 days of uninterrupted stress at the same bias and temperature. Two digits are plenty, given what a change of 0.01 in n does.

For a real device I would treat that number as a conditional estimate. Longer stress helps in two ways: it gives a longer range of ln t from which to find the slope, and it leaves less of the curve to be extrapolated. Plot ln V against ln t and look for a change of slope at the late end. If the plot bends there, a single exponent fitted to all the data is no longer a sound basis for the extrapolation.

Keep the test conditions attached to the answer as well. A different gate bias or temperature needs its own V₀, and you would have to check whether n is still 0.16. If the stress is switched on and off, recovery enters, and adding up the stressed intervals and inserting the total for t is not justified by this law. The readings need the same care: if the bias is removed to measure the threshold, part of the shift can recover before it is read, which can change both V₀ and the fitted n.

Computed values

```
First reading V0 = 10.0 mV at t0 = 1000 s
Exponent n = 0.16, inverse 1/n = 6.25
Target shift Vc = 50.0 mV, ratio Vc/V0 = 5.0
ln(Vc/V0) = 1.6094
ln(tc/t0) = 10.0590
Time ratio tc/t0 = 23365
Crossing time, formula = 2.3365e+07 s
Crossing time, integration = 2.3365e+07 s
Crossing time in days = 270.4 d
Shift at 2.3e7 s = 49.87 mV
Growth factor per decade of time = 1.4454
Integrated shift at 1e+03 s = 10.00 mV
Integrated shift at 1e+04 s = 14.45 mV
Integrated shift at 1e+05 s = 20.89 mV
Integrated shift at 1e+06 s = 30.20 mV
Integrated shift at 1e+07 s = 43.65 mV
Integrated shift at 1e+08 s = 63.10 mV
Rate at t0 = 1.600e-03 mV/s
Rate at tc = 3.424e-07 mV/s
Constant-rate estimate of crossing = 26000 s
d ln(tc)/dn = -62.87
Crossing time for n = 0.15: 4.569e+07 s
Crossing time for n = 0.17: 1.293e+07 s
d ln(tc)/d ln(V0) = -6.250
Crossing time for V0 = 9.5 mV: 3.220e+07 s
Crossing time for V0 = 10.5 mV: 1.722e+07 s
Saturating law: Vs = 100 mV, x0 = 0.10536
Saturating law: beta = 0.16873, tau = 6.196e+08 s
At 1 s: power law 3.311 mV, saturating law 3.231 mV
At 10 s: power law 4.786 mV, saturating law 4.729 mV
At 100 s: power law 6.918 mV, saturating law 6.895 mV
Largest gap from 1 to 1000 s = 0.080 mV
Crossing time, saturating law = 7.060e+07 s
Ratio of crossing times, saturating/power = 3.02
```
